# Why end friction sets the heat current through a harmonic chain

Suppose the lattice heat conductance of an atomic row is computed by attaching Langevin thermostats to its two end atoms. For the row of tin-mass atoms treated below, with baths at 330 K and 270 K, a thermostat friction of 0.1 ps⁻¹ gives a heat current of 0.041 nW, 12.3 ps⁻¹ gives 2.55 nW, and 1000 ps⁻¹ gives 0.063 nW. The springs, masses and bath temperatures are the same in all three cases. Dividing each current by the temperature difference therefore gives three apparent conductances for one and the same row, the largest about sixty times the smallest. The current measures how well the thermostats are coupled to the row, and that coupling is best at an intermediate friction.

## The model and its current

Take \(N\ge 2\) equal atoms of mass \(m\), joined by equal springs \(k\), moving classically along the row, with no walls. Let \(v_j\) be the velocity of atom \(j\) and \(r_j\) the stretch of the bond between atoms \(j\) and \(j+1\). Each end atom feels a friction force \(-m\gamma v\) and a white random force of correlation \(2m\gamma k_BT_{L}\,\delta(t-t')\) on the left, or the same with \(T_R\) on the right. Define

\[
\omega_0=\sqrt{k/m},\quad g=\gamma/\omega_0,\quad \Delta T=T_L-T_R,\quad T=\tfrac12(T_L+T_R).
\]

For the algebra set \(m=k=k_B=1\), so that time is counted in units of \(1/\omega_0\) and friction is \(g\). A current found in these units is multiplied by \(k_B\omega_0\) at the end.

Interleave the variables as \(y=(v_1,r_1,v_2,\dots,r_{N-1},v_N)\), which has \(M=2N-1\) entries. Because \(\dot v_j=r_j-r_{j-1}\) and \(\dot r_j=v_{j+1}-v_j\), every entry obeys the same rule, \(\dot y_j=y_{j+1}-y_{j-1}\), apart from friction and noise on the first and last. Let \(U\) have ones just above the diagonal, and let \(P_1,P_M\) be the projectors on the first and last entries. The drift matrix is \(S-gP\), with \(S=U-U^{T}\) and \(P=P_1+P_M\).

In the steady state the covariance \(C=\langle yy^{T}\rangle\) does not change. Since \(S^{T}=-S\),

\[
SC-CS-g(PC+CP)+2g(T_LP_1+T_RP_M)=0 .
\]

Write \(C=T\,\mathbf 1+D\) and \(Z=P_1-P_M\). The unit matrix commutes with \(S\), and its friction term \(-2gTP\) leaves \(g\Delta T\,Z\) of the noise:

\[
[S,D]-g\{P,D\}+g\Delta T\,Z=0 .
\]

A uniform current requires equal correlations between neighbouring entries, which suggests \(D=\alpha Z+\beta Q\) with \(Q=U+U^{T}\). Four products are needed. Let \(E\) be the part of \(Q\) that touches the first or last entry.

- \([S,Q]=2(UU^{T}-U^{T}U)=2\big[(\mathbf 1-P_M)-(\mathbf 1-P_1)\big]=2Z\).
- \([S,Z]_{ij}=S_{ij}(Z_{jj}-Z_{ii})\), which is \(-1\) at each of the four places in \(E\) and zero elsewhere, so \([S,Z]=-E\).
- \(\{P,Z\}=2Z\).
- \(\{P,Q\}_{ij}=Q_{ij}(P_{ii}+P_{jj})\), so \(\{P,Q\}=E\).

Inserting them gives

\[
-(\alpha+g\beta)E+(2\beta-2g\alpha+g\Delta T)Z=0 .
\]

Both brackets must vanish, so

\[
\alpha=-g\beta,\qquad \beta=-\frac{g\,\Delta T}{2(1+g^2)} .
\]

This is the only steady state. Without noise, energy is lost whenever an end atom moves. A motion that lost none would need \(v_1=0\) at all times, hence \(r_1=\dot v_1=0\), hence \(v_2=0\), and so on along the row. Every free motion therefore decays, and the linear equation for \(C\) has one solution.

Bond \(j\) pushes atom \(j+1\) with force \(-r_j\), so the power passed to the right is \(J=-\langle r_jv_{j+1}\rangle=-\beta\). In ordinary units,

\[
J=k_B\Delta T\,\omega_0\,\frac{g}{2(1+g^2)}=\frac{k_B\Delta T}{2}\,\frac{\gamma\,\omega_0^2}{\omega_0^2+\gamma^2}.
\]

The length has dropped out. Writing \(g/(1+g^2)=1/(g+1/g)\) shows that the maximum is at \(g=1\):

\[
\gamma=\omega_0,\qquad J_{\max}=\tfrac14k_B\Delta T\,\omega_0 .
\]

Half the maximum is reached where \(g^2-4g+1=0\), at \(g=2\pm\sqrt3\).

## What the baths do on either side of the peak

The covariance also gives the kinetic temperature of the hot end atom, \(T_1=T+\alpha\). Hence

\[
T_L-T_1=\frac{\Delta T}{2}\left(1-\frac{g^2}{1+g^2}\right)=\frac{\Delta T}{2(1+g^2)} .
\]

The random force supplies power \(\gamma k_BT_L\) and friction removes \(\gamma k_BT_1\). The net input, \(J=\gamma k_B(T_L-T_1)\), agrees with the current above.

For weak friction the temperature difference between bath and end atom saturates at \(\Delta T/2\), and \(J\to\gamma k_B\Delta T/2\). The exchange rate is then the bottleneck. The chain is not short of energy: all interior atoms have kinetic temperature \(T\), all bonds have \(\langle r_j^2\rangle=T\), and the end corrections \(\pm\alpha\) cancel in the total, so the mean stored energy does not depend on \(g\). A weak bath delivers little power, although after a long enough wait it maintains the same store of energy.

For strong friction \(J\to k_B\Delta T\,\omega_0^2/(2\gamma)\). The random force now supplies more power than before, but friction takes nearly all of it back from the same atom.

## Why strong friction acts as a clamp

Consider a wave of frequency \(\omega=2\sin(q/2)\), in reduced units, arriving at the left end of a half-infinite chain:

\[
x_j=e^{-i\omega t}\left(e^{-iqj}+R\,e^{iqj}\right).
\]

The end atom obeys \(-\omega^2x_1=x_2-x_1+ig\omega x_1\). The wave also satisfies the interior equation \(-\omega^2x_1=x_2+x_0-2x_1\), where \(x_0\) is the wave form continued one site beyond the end. Subtracting the two gives \(x_0=(1+ig\omega)x_1\), or

\[
1+R=(1+ig\omega)(e^{-iq}+Re^{iq}).
\]

With \(1-e^{iq}=-i\omega e^{iq/2}\) and \(e^{-iq}-1=-i\omega e^{-iq/2}\), this yields

\[
R=e^{-iq}\,\frac{1-g\,e^{-iq/2}}{1+g\,e^{iq/2}},\qquad
x_1=\frac{1+e^{-iq}}{1+g\,e^{iq/2}} ,
\]

the second being the amplitude without its time factor. Let \(c=\cos(q/2)\). The squared end motion and the absorbed fraction \(a=1-|R|^2\) are

\[
|x_1|^2=\frac{4c^2}{1+g^2+2gc},\qquad a=\frac{4gc}{1+g^2+2gc}=\frac{g\,|x_1|^2}{c}.
\]

The last form shows the mechanism. Absorption is friction times squared end motion, divided by the group velocity \(c\) of the incoming wave. At small \(g\) the end moves freely and absorption grows as \(g\). At large \(g\) the squared motion falls as \(1/g^2\), and absorption falls as \(1/g\). In the long-wave limit the end amplitude is \(2/(1+g)\) and \(R=(1-g)/(1+g)\), which passes from the free-end value \(+1\) to the fixed-end value \(-1\). At \(g=1\) the friction coefficient \(m\gamma\) equals \(\sqrt{km}\), the mechanical impedance of the chain for long waves, and these are absorbed completely. Since \(a=4c/(g+1/g+2c)\), every frequency in the band has its best absorption at \(g=1\).

In equilibrium an end must emit at each frequency what it absorbs. A half-infinite chain at temperature \(T\) sends \(k_BT\,d\omega/2\pi\) toward its end, so the bath emits \(a\,k_BT\,d\omega/2\pi\). Adding the successive passes between two equal ends, without interference, gives the transmitted fraction

\[
a^2\sum_{n=0}^{\infty}(1-a)^{2n}=\frac{a}{2-a}=\frac{2gc}{1+g^2}.
\]

In ordinary units put \(\omega=2\omega_0\sin\theta\) and \(c=\cos\theta\), so that \(\int_0^{2\omega_0}c\,d\omega=\pi\omega_0/2\). Then

\[
k_B\Delta T\int_0^{2\omega_0}\frac{d\omega}{2\pi}\,\frac{2gc}{1+g^2}=k_B\Delta T\,\omega_0\,\frac{g}{2(1+g^2)} ,
\]

which is the current already found for every \(N\). Interference and tunnelling above the band therefore make no net contribution to the total.

The word "clamp" needs care, because the end atom does not come to rest. Its kinetic temperature approaches that of its bath, and its bond stretches as much as before. What changes is the frequency content of its motion. Let a force \(F e^{-i\omega t}\) act on the end atom, with an outgoing wave \(x_j=Xe^{iq(j-1)}\). Then

\[
F=X(1-\omega^2-e^{iq}-ig\omega)=-i\omega X\,(g+e^{-iq/2}),
\]

where \(\omega^2=2-e^{iq}-e^{-iq}\) was used. The velocity per unit force is \(Y=1/(g+e^{-iq/2})\). By the fluctuation–dissipation theorem \(\langle v_1^2\rangle=(2T/\pi)\int_0^\infty\mathrm{Re}\,Y\,d\omega\), so the share of the end atom's kinetic energy inside the phonon band is

\[
\frac{2}{\pi}\int_0^2\frac{g+c}{1+g^2+2gc}\,d\omega\;\longrightarrow\;\frac{4}{\pi g}\qquad(g\gg1).
\]

The rest lies above the top frequency, where the chain carries no travelling waves.

## A row with the mass of tin

Take \(m=118.71\) u \(=1.971\times10^{-25}\) kg and \(k=30\) N/m. The spring is a rough value, chosen so that the top frequency is a few THz, as in tin. Then

\[
\omega_0=\sqrt{\frac{30}{1.971\times10^{-25}}}\ \mathrm{s^{-1}}=12.34\ \mathrm{ps^{-1}},
\]

and the top frequency is \(\omega_0/\pi=3.93\) THz. With \(\Delta T=60\) K the peak current is \(k_B\Delta T\omega_0/4=2.55\) nW, a conductance of 42.6 pW/K. In the table \(a_0\) is the absorbed fraction at low frequency, and the in-band share is the integral above, evaluated by numerical quadrature. That integral describes a half-infinite chain in equilibrium with its bath. At the hot end of a 20-atom row between the two baths the share is slightly lower, 0.62 instead of 0.64 at the peak.

| \(\gamma\) (ps⁻¹) | \(J\) (nW) | \(T_1\) (K) | \(a_0\) | in-band share |
|---|---|---|---|---|
| 0.1 | 0.041 | 300.0 | 0.03 | 1.00 |
| 1 | 0.41 | 300.2 | 0.28 | 0.97 |
| 12.3 | 2.55 | 315.0 | 1.00 | 0.64 |
| 100 | 0.62 | 329.6 | 0.39 | 0.14 |
| 1000 | 0.063 | 330.0 | 0.05 | 0.016 |

For the fourth row \(g=100/12.34=8.106\) and \(1+g^2=66.7\). With \(k_B\Delta T\omega_0=4\times2.555=10.22\) nW, the current is \(10.22\times8.106/(2\times66.7)=0.62\) nW, and the end atom lies \(60/(2\times66.7)=0.45\) K below its bath.

The last row contains a trap. The end atom is within 0.01 K of its bath, so the thermostat appears to work perfectly, yet the current is one fortieth of the peak. The random force supplies 4556 nW, of which 0.063 nW travels down the row. At 0.1 ps⁻¹ the random force on the same atom supplies only 0.456 nW, of which 0.041 nW travels down the row.

## Ends tied to walls

If each end atom is also tied to a rigid wall by a spring \(k\), its equation gives \(x_0=ig\omega x_1\) in reduced units. Solving for \(R\) as before,

\[
|R|^2=\frac{1+G^2-2G\sin q}{1+G^2+2G\sin q},\qquad G=g\omega,
\]

so that \(a/(2-a)=2G\sin q/(1+G^2)\). In a long chain the interference phase runs through many cycles in any narrow frequency window, the cross terms between passes average out, and this sum gives the current. With \(\sin q=\omega c\),

\[
\frac{J}{k_B\Delta T\omega_0}=\frac1\pi\int_0^2\frac{g\omega^2c}{1+g^2\omega^2}\,d\omega
=\frac{1}{\pi g}\int_0^2c\left(1-\frac{1}{1+g^2\omega^2}\right)d\omega .
\]

Put \(\omega=2\sin\theta\) and \(b=4g^2\). The first term integrates to \(\pi/2\). For the second, write \(b\cos^2\theta=(1+b)-(1+b\sin^2\theta)\) and use \(\int_0^{\pi/2}d\theta/(1+b\sin^2\theta)=\pi/(2\sqrt{1+b})\), which gives \(\pi(\sqrt{1+b}-1)/b\). With \(s=\sqrt{1+4g^2}\), so that \(b=(s-1)(s+1)\),

\[
\frac{J}{k_B\Delta T\omega_0}=\frac1g\left(\frac12-\frac1{s+1}\right)=\frac{s-1}{2g(s+1)}=\frac{(s-1)^{1/2}}{(s+1)^{3/2}} .
\]

The last step uses \(2g=\sqrt{(s-1)(s+1)}\). Setting the logarithmic derivative to zero gives \(s+1=3(s-1)\), so \(s=2\) and \(g=\sqrt3/2=0.866\). The peak is \(3^{-3/2}=0.192\), or 0.770 of the free-end peak. Solving the covariance equation numerically for 20 walled atoms gives the same 0.866 and 0.770. For a long chain the weak and strong limits, \(g/2\) and \(1/(2g)\), are those of free ends, and walls alter the region between. In a short walled chain the strong-friction current is lower than \(1/(2g)\).

## What the model leaves out

A free-standing tin row is an idealization, and the figures above describe its axial lattice vibrations alone. The corrections below are all taken at \(\gamma=\omega_0\).

- **Electrons.** One fully open electron channel with both spins carries \(2\pi^2k_B^2T\,\Delta T/(3h)=34\) nW at a mean temperature of 300 K, 13 times the lattice peak. In a metal row with such a channel, the lattice current is therefore only a small part of the total. Classical molecular dynamics does not contain this current.
- **Transverse motion.** A row under tension moves sideways like a stretched string, with springs equal to the tension divided by the atomic spacing. If these are \(k/4\), a value chosen only for illustration, the transverse frequency scale is \(\omega_0/2\). Each of the two branches then adds \(10.22\times0.25/(2\times1.25)=1.02\) nW, together 80% of the axial current. Their own best friction is \(\omega_0/2\). This is not an estimate for a real tin row: at a spacing of 0.3 nm it needs a tension of 2.25 nN, whereas a Morse bond with the \(k\) and \(A\) used here breaks at \(k/(4A)=0.5\) nN. An unstretched row resists bending instead, and its transverse current and best friction are different.
- **Anharmonic bonds.** The bond force was replaced by \(kr(1-\tfrac32Ar+\tfrac76A^2r^2)\), with a rough \(A=15\) nm⁻¹; the harmonic rms thermal stretch \(\sqrt{k_BT/k}\) is 0.012 nm. Langevin simulations of 10 atoms gave \(J/(k_B\Delta T\omega_0)=0.241\), against 0.249 for harmonic bonds, each with a standard error of 0.002. The reduction is a few per cent. Both runs used the same random numbers, so their errors are correlated and the difference is better resolved than the separate errors suggest.
- **Quantum statistics.** Replacing \(k_B\Delta T\) at each frequency by the difference of the two Planck energies, with the transmission of a 10-atom chain, lowers the current by 0.8%.

The last two figures are for short chains. In a long anharmonic chain phonon scattering accumulates, and the independence of length cannot be assumed.

## Choosing and checking the friction

For a nearly harmonic, ordered row with free ends and one thermostatted atom at each end, set \(\gamma\) near \(\sqrt{k/m}\). The peak is broad: a factor of two either way costs 20%, and the current stays above half its maximum from 3.3 to 46 ps⁻¹ in the example. If each end atom is also tied to a rigid wall by a spring equal to those of the row, aim about 13% lower in a row of four or more atoms; other wall springs shift the best friction differently.

Even the best setting does not give the full ballistic current. Ends that absorbed every frequency in the band would pass \(k_B\Delta T\,(2\omega_0)/2\pi=k_B\Delta T\omega_0/\pi\), and the peak is \(\pi/4\), or 79%, of that.

The side of the peak can be read from the end atom. In the free-ended model \((T_L-T_1)/\Delta T\) is near 1/2 when friction is too weak, 1/4 at the peak, and near zero when friction is too strong. A small temperature step at the thermostat is therefore no evidence of good thermal contact. The current should be computed at several frictions and reported with them. If it follows \(\gamma\) or \(1/\gamma\), the thermostat's coupling limits it, and dividing it by \(\Delta T\) does not give a conductance of the row alone.
